**Optimum heavy-metal thickness at fixed damping-like torque**

For a perfectly absorbing interface and no shunting, the Joule power is proportional to x/(1 − sech x)², where x = d/λ is the film thickness over the spin-diffusion length. The minimum obeys cosh x − 1 = 2x tanh x, which gives x = 2.447. The program solves the spin-diffusion equation by finite volumes, minimizes the resulting power directly, and asserts that this optimum agrees with the root. It also asserts that the scanned power curve has a single minimum, that the thin- and thick-film limits hold, and that the derivatives used in the uniqueness proof are correct. For the example line (λ = 1.5 nm, resistivity 150 µΩ cm, spin Hall angle 0.30, damping-like field 50 mT), the output gives an optimum of 3.67 nm, 112 µA and 10.3 µW. Taken one at a time, shunting moves the optimum to 2.74 λ, incomplete absorption to 2.41 λ and surface scattering to 2.51 λ. The output also gives a temperature rise of about 48 K in a 1 ns pulse for one-dimensional heat flow, and an Oersted field of about 1.4 mT.

## Check in Python

```python
"""
Result under test: at fixed damping-like torque, the Joule power of a heavy-metal
film is smallest at d = x*lambda, with cosh(x) - 1 = 2 x tanh(x), x about 2.45.
d: film thickness, lambda: spin-diffusion length, x = d/lambda.
theta: spin Hall angle, rho: resistivity, J: charge current density.
js: spin current absorbed by the ferromagnet, in charge units.
Ideal model: js = theta J (1 - sech x), power proportional to x/(1 - sech x)^2.
The spin-diffusion equation is also solved by finite volumes, without this formula.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, dblquad
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar


def absorbed_fraction_numeric(x, inverse_q=0.0, cells=1500):
    """js/(theta J) from the discretized diffusion equation.

    Unit of length: lambda. Spin potential v in units theta*J*rho*lambda.
    Flux f = 1 - dv/dz, df/dz = -v, f = 0 at the bottom, f = q v at the top.
    inverse_q = 0 is the perfect absorber (v = 0 at the top).
    """
    h = x / cells
    c = 1.0 / (1.0 + 2.0 * inverse_q / h)
    bands = np.zeros((3, cells))
    bands[0, 1:] = -1.0
    bands[1, :] = 2.0 + h**2
    bands[2, :-1] = -1.0
    bands[1, 0] = 1.0 + h**2
    bands[1, -1] = 1.0 + 2.0 * c + h**2
    source = np.zeros(cells)
    source[0] = -h
    source[-1] = h * (1.0 - c)
    v = solve_banded((1, 1), bands, source)
    return c * (1.0 + 2.0 * v[-1] / h)


def absorbed_fraction(x):
    return 1.0 - 1.0 / np.cosh(x)


def scaled_power(x):
    return x / absorbed_fraction(x)**2


def numeric_power(x, offset=0.0, inverse_q=0.0):
    return (x + offset) / absorbed_fraction_numeric(x, inverse_q)**2


def numeric_optimum(offset=0.0, inverse_q=0.0):
    found = minimize_scalar(lambda x: numeric_power(x, offset, inverse_q),
                            bounds=(0.8, 6.0), method="bounded",
                            options={"xatol": 1e-7})
    return found.x


def optimum_with_offset(s):
    return brentq(lambda x: np.sinh(x) - np.tanh(x / 2) - 2 * (x + s), 0.5, 8)


# Absorbed spin current: diffusion equation against closed form
for x in (0.3, 1.0, 2.45, 6.0):
    assert abs(absorbed_fraction_numeric(x) / absorbed_fraction(x) - 1) < 2e-5

# Optimum: root of the stationarity condition against direct minimization
x_opt = brentq(lambda x: np.cosh(x) - 1 - 2 * x * np.tanh(x), 1.0, 5.0)
x_direct = numeric_optimum()
assert abs(x_direct - x_opt) < 2e-4
assert abs(x_opt - 2.45) < 0.005
g_min = scaled_power(x_opt)

# One minimum only, seen in the numerically solved power
scan = np.arange(0.3, 10.0, 0.1)
slopes = np.sign(np.diff([numeric_power(x) for x in scan]))
assert slopes[0] < 0 and slopes[-1] > 0
assert np.count_nonzero(np.diff(slopes)) == 1

# Thin and thick limits
assert abs(numeric_power(0.05) * 0.05**3 / 4 - 1) < 5e-3
assert abs(numeric_power(10.0) / 10.0 - 1) < 1e-3

# Logarithmic slope and convexity used in the uniqueness proof
def h_function(x):
    return mp.sinh(x) - mp.tanh(x / 2) - 2 * x


for x in (mp.mpf("0.4"), mp.mpf("1.7"), mp.mpf("4.2")):
    slope = mp.diff(lambda y: mp.log(y / (1 - mp.sech(y))**2), x)
    assert abs(slope - h_function(x) / (x * mp.cosh(x) * mp.tanh(x / 2))) < 1e-8
    second = mp.sinh(x) + mp.sech(x / 2)**2 * mp.tanh(x / 2) / 2
    assert abs(mp.diff(h_function, x, 2) - second) < 1e-6
assert abs(mp.diff(h_function, 0) + 1.5) < 1e-8

# Thickness window with power within 10 percent of the minimum
x_low = brentq(lambda x: scaled_power(x) - 1.1 * g_min, 0.5, x_opt)
x_high = brentq(lambda x: scaled_power(x) - 1.1 * g_min, x_opt, 9.0)
for x in (x_low, x_high):
    assert abs(numeric_power(x) / numeric_power(x_direct) - 1.1) < 1e-3

# Thickness of least total current, for contrast
x_current = brentq(lambda x: np.cosh(x) - 1 - x * np.tanh(x), 0.5, 4.0)
least_current = minimize_scalar(lambda x: x / absorbed_fraction_numeric(x),
                                bounds=(0.5, 4.0), method="bounded",
                                options={"xatol": 1e-7}).x
assert abs(least_current - x_current) < 2e-4

# Example: write line of a spin-orbit-torque memory cell (rough typical values)
lam, rho, theta = 1.5e-9, 150e-8, 0.30
length, width = 100e-9, 50e-9
ms, t_f, field = 1.0e6, 1.0e-9, 50e-3
pulse = 1e-9
torque = ms * t_f * field
js = 2 * const.e * torque / const.hbar


def operating_point(d):
    """Current density, current, voltage and power for the required torque."""
    density = js / (theta * absorbed_fraction(d / lam))
    current = density * width * d
    resistance = rho * length / (width * d)
    return density, current, current * resistance, current**2 * resistance


d_opt = x_opt * lam
j_opt, i_opt, v_opt, p_opt = operating_point(d_opt)
p_closed = rho * lam * length * width * (js / theta)**2 * g_min
assert abs(p_closed / p_opt - 1) < 1e-10
field_back = (const.hbar / (2 * const.e) * theta * j_opt
              * absorbed_fraction_numeric(x_opt) / (ms * t_f))
assert abs(field_back / field - 1) < 1e-4

# Neglected effect: current shunted through the ferromagnet
rho_f = 150e-8
s_shunt = rho * t_f / (rho_f * lam)
x_shunt = optimum_with_offset(s_shunt)
assert abs(numeric_optimum(offset=s_shunt) - x_shunt) < 3e-4
electric_field = rho * j_opt
sheet_hm, sheet_f = d_opt / rho, t_f / rho_f
p_parallel = electric_field**2 * length * width * (sheet_hm + sheet_f)
assert abs(p_parallel / p_opt - (x_opt + s_shunt) / x_opt) < 1e-10
shunt_share = sheet_f / (sheet_hm + sheet_f)

# Neglected effect: incomplete absorption at the interface
g_interface = 1e15
q = 2 * g_interface * rho * lam
for x in (0.5, 2.0, 5.0):
    closed = absorbed_fraction(x) * q / (q + np.tanh(x))
    assert abs(absorbed_fraction_numeric(x, 1 / q) / closed - 1) < 2e-5
x_partial = numeric_optimum(inverse_q=1 / q)
transmission = q / (q + np.tanh(x_opt))

# Neglected effect: diffuse surface scattering, against the full thin-film integral
mean_free_path = 0.5e-9
s_surface = 3 * mean_free_path / (8 * lam)
x_surface = optimum_with_offset(s_surface)
assert abs(numeric_optimum(offset=s_surface) - x_surface) < 3e-4
k = d_opt / mean_free_path
integral = quad(lambda t: (t**-3 - t**-5) * (1 - np.exp(-k * t)), 1, np.inf)[0]
rise_full = 1 / (1 - 1.5 * integral / k) - 1
rise_leading = s_surface / x_opt
assert abs(rise_full - rise_leading) < 0.01


def added_and_penalty(offset, inverse_q, x_best):
    """Percent added power at ideal thickness; percent lost by not re-optimizing."""
    at_ideal = numeric_power(x_opt, offset, inverse_q)
    best = numeric_power(x_best, offset, inverse_q)
    return (100 * (at_ideal / numeric_power(x_opt) - 1),
            100 * (at_ideal / best - 1))


# Neglected effect: heating in one pulse, heat flowing straight down into oxide
k_ox, c_ox = 1.4, 1.65e6
heat_flux = p_opt / (length * width)
heating = 2 * heat_flux * np.sqrt(pulse / (np.pi * k_ox * c_ox))
dz, dt, n_heat = 0.5e-9, 1e-12, 600
ratio = k_ox * dt / (c_ox * dz**2)
heat_bands = np.zeros((3, n_heat))
heat_bands[0, 1:] = -ratio
heat_bands[1, :] = 1 + 2 * ratio
heat_bands[1, 0] = 1 + ratio
heat_bands[2, :-1] = -ratio
temperature = np.zeros(n_heat)
for _ in range(int(round(pulse / dt))):
    temperature[0] += heat_flux * dt / (c_ox * dz)
    temperature = solve_banded((1, 1), heat_bands, temperature)
surface_heating = temperature[0] + heat_flux * dz / (2 * k_ox)
assert abs(surface_heating / heating - 1) < 0.02

# Neglected effect: Oersted field at mid-height of the ferromagnet
oersted = const.mu_0 * j_opt * d_opt / 2
strip = dblquad(lambda y, z: z / (y**2 + z**2), 0.5, 0.5 + d_opt * 1e9,
                -width * 5e8, width * 5e8)[0] * 1e-9
oersted_strip = const.mu_0 * j_opt * strip / (2 * np.pi)
assert 0.85 < oersted_strip / oersted < 1.0


def show(label, value, unit="", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Optimum d/lambda from condition", x_opt, digits=4)
show("Optimum d/lambda from diffusion solver", x_direct, digits=4)
show("Absorbed fraction 1 - sech x at optimum", absorbed_fraction(x_opt), digits=4)
show("Minimum of g(x)", g_min, digits=4)
show("10 percent window, lower d/lambda", x_low)
show("10 percent window, upper d/lambda", x_high)
show("Least-current d/lambda", x_current, digits=4)
show("Power at least-current thickness / minimum", scaled_power(x_current) / g_min)
show("Input spin-diffusion length", lam * 1e9, "nm", 1)
show("Input resistivity", rho * 1e8, "uOhm cm", 0)
show("Input spin Hall angle", theta, digits=2)
show("Input line length", length * 1e9, "nm", 0)
show("Input line width", width * 1e9, "nm", 0)
show("Input magnetization", ms * 1e-3, "kA/m", 0)
show("Input ferromagnet thickness", t_f * 1e9, "nm", 1)
show("Input damping-like field", field * 1e3, "mT", 0)
show("Input pulse length", pulse * 1e9, "ns", 0)
show("Torque per area", torque * 1e3, "mJ/m2")
show("Absorbed spin current", js * 1e-11, "x 1e7 A/cm2")
show("Optimum thickness", d_opt * 1e9, "nm", 2)
show("Current density", j_opt * 1e-11, "x 1e7 A/cm2", 2)
show("Current", i_opt * 1e6, "uA", 1)
show("Voltage", v_opt * 1e3, "mV", 1)
show("Minimum power", p_opt * 1e6, "uW", 2)
show("Pulse energy", p_opt * pulse * 1e15, "fJ", 2)
for d_nm in (2.0, 8.0):
    j_d, i_d, _, p_d = operating_point(d_nm * 1e-9)
    print(f"At d = {d_nm:.0f} nm: J = {j_d * 1e-11:.2f} x 1e7 A/cm2, "
          f"I = {i_d * 1e6:.1f} uA, P = {p_d * 1e6:.2f} uW, "
          f"P/Pmin = {p_d / p_opt:.3f}")
show("Input ferromagnet resistivity", rho_f * 1e8, "uOhm cm", 0)
show("Shunting offset s", s_shunt)
show("Shunted share of current at ideal thickness", 100 * shunt_share, "%", 1)
show("Input interface conductance", g_interface * 1e-15, "x 1e15 S/m2", 1)
show("Interface ratio q", q, digits=2)
show("Transmission q/(q + tanh x) at ideal thickness", transmission)
show("Input mean free path", mean_free_path * 1e9, "nm", 1)
show("Surface-scattering offset s", s_surface)
show("Resistivity rise, leading form", 100 * rise_leading, "%", 1)
show("Resistivity rise, full integral", 100 * rise_full, "%", 1)
for name, s, inv_q, best in (("Shunting", s_shunt, 0.0, x_shunt),
                             ("Incomplete absorption", 0.0, 1 / q, x_partial),
                             ("Surface scattering", s_surface, 0.0, x_surface)):
    added, penalty = added_and_penalty(s, inv_q, best)
    print(f"{name}: optimum d/lambda = {best:.3f}, d = {best * lam * 1e9:.2f} nm, "
          f"added power = {added:.1f} %, penalty = {penalty:.2f} %")
show("Input oxide thermal conductivity", k_ox, "W/(m K)", 1)
show("Input oxide heat capacity", c_ox * 1e-6, "J/(cm3 K)", 2)
show("Temperature rise in pulse, 1D formula", heating, "K", 1)
show("Temperature rise in pulse, heat equation", surface_heating, "K", 1)
show("Oersted field, wide-sheet formula", oersted * 1e3, "mT", 2)
show("Oersted field, finite strip", oersted_strip * 1e3, "mT", 2)
print("PASS")
```

Output:

```
Optimum d/lambda from condition: 2.4473
Optimum d/lambda from diffusion solver: 2.4473
Absorbed fraction 1 - sech x at optimum: 0.8282
Minimum of g(x): 3.5677
10 percent window, lower d/lambda: 1.792
10 percent window, upper d/lambda: 3.436
Least-current d/lambda: 1.5055
Power at least-current thickness / minimum: 1.267
Input spin-diffusion length: 1.5 nm
Input resistivity: 150 uOhm cm
Input spin Hall angle: 0.30
Input line length: 100 nm
Input line width: 50 nm
Input magnetization: 1000 kA/m
Input ferromagnet thickness: 1.0 nm
Input damping-like field: 50 mT
Input pulse length: 1 ns
Torque per area: 0.050 mJ/m2
Absorbed spin current: 1.519 x 1e7 A/cm2
Optimum thickness: 3.67 nm
Current density: 6.11 x 1e7 A/cm2
Current: 112.2 uA
Voltage: 91.7 mV
Minimum power: 10.29 uW
Pulse energy: 10.29 fJ
At d = 2 nm: J = 9.99 x 1e7 A/cm2, I = 99.9 uA, P = 14.96 uW, P/Pmin = 1.454
At d = 8 nm: J = 5.11 x 1e7 A/cm2, I = 204.5 uA, P = 15.69 uW, P/Pmin = 1.524
Input ferromagnet resistivity: 150 uOhm cm
Shunting offset s: 0.667
Shunted share of current at ideal thickness: 21.4 %
Input interface conductance: 1.0 x 1e15 S/m2
Interface ratio q: 4.50
Transmission q/(q + tanh x) at ideal thickness: 0.820
Input mean free path: 0.5 nm
Surface-scattering offset s: 0.125
Resistivity rise, leading form: 5.1 %
Resistivity rise, full integral: 5.4 %
Shunting: optimum d/lambda = 2.737, d = 4.10 nm, added power = 27.2 %, penalty = 1.18 %
Incomplete absorption: optimum d/lambda = 2.411, d = 3.62 nm, added power = 48.6 %, penalty = 0.02 %
Surface scattering: optimum d/lambda = 2.512, d = 3.77 nm, added power = 5.1 %, penalty = 0.06 %
Input oxide thermal conductivity: 1.4 W/(m K)
Input oxide heat capacity: 1.65 J/(cm3 K)
Temperature rise in pulse, 1D formula: 48.3 K
Temperature rise in pulse, heat equation: 48.3 K
Oersted field, wide-sheet formula: 1.41 mT
Oersted field, finite strip: 1.33 mT
PASS
```
